# The Sommerfeld Levels from the Radial Dirac–Coulomb Equations: verification in Python

```python
"""Bound levels of the Dirac electron in a point-Coulomb field.

Result under test (units hbar = c = m = 1, zeta = Z*alpha):
    E = [1 + zeta^2/(n - |kappa| + gamma)^2]^(-1/2),
    gamma = sqrt(kappa^2 - zeta^2),
    E = 1 - zeta^2/(2 n^2) - zeta^4/(2 n^4) [n/(j+1/2) - 3/4] + O(zeta^6).
n: principal quantum number; kappa = -(j+1/2) for j = l+1/2 and
+(j+1/2) for j = l-1/2. The level n = |kappa| exists only for kappa < 0.
Radial functions G (large) and F (small), both multiplied by r, obey
    G' = -kappa G/r + (1 + E + zeta/r) F,
    F' =  kappa F/r + (1 - E - zeta/r) G.
"""
from fractions import Fraction
from math import factorial

import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def sommerfeld(n, kappa, zeta):
    gamma = np.sqrt(kappa**2 - zeta**2)
    return 1 / np.sqrt(1 + (zeta / (n - abs(kappa) + gamma))**2)


def radial_equations(r, functions, energy, kappa, zeta):
    large, small = functions
    return np.array([
        -kappa * large / r + (1 + energy + zeta / r) * small,
        kappa * small / r + (1 - energy - zeta / r) * large])


# The phase is defined by tan(phase) = F/G. Its equation follows from the
# radial equations and is integrated in log(r). The outward solution
# forgets its arbitrary starting phase and becomes the regular one.
def phase_slope(log_r, phase, energy, kappa, zeta):
    return (kappa * np.sin(2 * phase) - zeta
            + np.exp(log_r) * (np.cos(2 * phase) - energy))


def mismatch(energy, kappa, zeta):
    energy = np.atleast_1d(np.asarray(energy, dtype=float))
    options = dict(method="DOP853", rtol=1e-11, atol=1e-12,
                   args=(energy, kappa, zeta))
    log_match = np.log(3 / zeta)
    outward = solve_ivp(phase_slope, (np.log(1e-10 / zeta), log_match),
                        np.zeros_like(energy), **options)
    inward = solve_ivp(phase_slope, (np.log(60 / zeta), log_match),
                       -np.arccos(energy) / 2, **options)
    assert outward.success and inward.success
    return np.sin(outward.y[:, -1] - inward.y[:, -1])


def refine(low, high, kappa, zeta):
    return brentq(lambda e: mismatch(e, kappa, zeta)[0], low, high,
                  xtol=1e-13, rtol=1e-13)


# Complete list of levels in a wide energy window, found without the formula.
zeta_model = 0.6
scan_low, scan_high = -0.98, 0.984
scan = np.linspace(scan_low, scan_high, 110)
print(f"Model coupling zeta = {zeta_model} (dimensionless)")
print(f"Scan window: {scan_low} to {scan_high} mc^2")
largest_error = 0.0
for kappa in (-1, 1, -2, 2):
    values = mismatch(scan, kappa, zeta_model)
    cells = np.where(values[:-1] * values[1:] < 0)[0]
    found = [refine(scan[i], scan[i + 1], kappa, zeta_model) for i in cells]
    expected = [sommerfeld(n, kappa, zeta_model) for n in (1, 2, 3)
                if n > abs(kappa) or (n == abs(kappa) and kappa < 0)]
    assert len(found) == len(expected)
    error = np.max(np.abs(np.array(found) - expected))
    assert error < 1e-8
    largest_error = max(largest_error, error)
    listing = ", ".join(f"{e:.8f}" for e in found)
    print(f"Integrated levels, kappa={kappa:+d}: {listing} mc^2")
print(f"Largest deviation from formula: {largest_error:.1e} mc^2")

# Behaviour at the origin: regular ratio F/G and irregular power -gamma.
for kappa in (-1, 1):
    gamma = np.sqrt(kappa**2 - zeta_model**2)
    start = solve_ivp(phase_slope, (np.log(1e-16), np.log(1e-7)), [0.0],
                      method="DOP853", rtol=1e-11, atol=1e-12,
                      args=(0.9, kappa, zeta_model))
    ratio = np.tan(start.y[0, -1])
    assert abs(ratio - (kappa + gamma) / zeta_model) < 1e-5
    generic = solve_ivp(radial_equations, (1.0, 1e-6), [1.0, 1.0],
                        method="DOP853", rtol=1e-10, atol=1e-12,
                        t_eval=[1e-5, 1e-6], args=(0.9, kappa, zeta_model))
    sizes = np.linalg.norm(generic.y, axis=0)
    power = np.log(sizes[0] / sizes[1]) / np.log(10)
    assert abs(power + gamma) < 1e-3
    print(f"Origin, kappa={kappa:+d}: F/G = {ratio:.5f}, "
          f"irregular power = {power:.5f}")


def series_coefficients(energy, kappa, zeta, last):
    """Solve the coupled power-by-power equations directly."""
    decay = np.sqrt(1 - energy**2)
    gamma = np.sqrt(kappa**2 - zeta**2)
    pairs = [np.array([1.0, (gamma + kappa) / zeta])]
    source = np.array([[decay, 1 + energy], [1 - energy, decay]])
    for k in range(1, last + 1):
        matrix = np.array([[gamma + k + kappa, -zeta],
                           [zeta, gamma + k - kappa]])
        pairs.append(np.linalg.solve(matrix, source @ pairs[-1]))
    return np.array(pairs)


def combination_ratio(k, energy, kappa, zeta):
    decay = np.sqrt(1 - energy**2)
    gamma = np.sqrt(kappa**2 - zeta**2)
    return (2 * (decay * (k + gamma) - zeta * energy)
            / (k * (k + 2 * gamma)))


# One-term recursion for decay*a_k + (1+E)*b_k, away from a level.
trial_energy = 0.9
trial_decay = np.sqrt(1 - trial_energy**2)
for kappa in (-1, 1, -2, 2):
    pairs = series_coefficients(trial_energy, kappa, zeta_model, 8)
    sums = pairs @ np.array([trial_decay, 1 + trial_energy])
    for k in range(1, 9):
        assert np.isclose(sums[k] / sums[k - 1], combination_ratio(
            k, trial_energy, kappa, zeta_model), rtol=1e-9)


# The unterminated series agrees with integration and grows exponentially.
def series_combination(r):
    gamma = np.sqrt(1 - zeta_model**2)
    term = trial_decay + (1 + trial_energy) * (gamma - 1) / zeta_model
    total = term
    for k in range(1, 900):
        term *= r * combination_ratio(k, trial_energy, -1, zeta_model)
        total += term
    return total * r**gamma * np.exp(-trial_decay * r)


gamma = np.sqrt(1 - zeta_model**2)
integrated = solve_ivp(
    radial_equations, (1e-6, 100.0), [1.0, (gamma - 1) / zeta_model],
    method="DOP853", rtol=1e-11, atol=1e-13, t_eval=[1.0, 100.0],
    args=(trial_energy, -1, zeta_model))
combined = trial_decay * integrated.y[0] + (1 + trial_energy) * integrated.y[1]
assert np.isclose(combined[1] / combined[0],
                  series_combination(100.0) / series_combination(1.0),
                  rtol=1e-6)
growth = np.log(series_combination(200.0) / series_combination(199.0))
assert abs(growth - trial_decay) < 0.01
print(f"Off-level E = {trial_energy} mc^2, kappa=-1: "
      f"lambda = {trial_decay:.4f} mc/hbar")
print(f"Growth rate near r = 200 hbar/(mc): {growth:.4f} mc/hbar")

# At the levels the series stops, and the polynomials solve the equations.
radii = np.linspace(0.5, 25, 60)
for n, kappa in ((1, -1), (2, -1), (2, 1), (2, -2), (3, -1), (3, 1), (3, 2)):
    energy = sommerfeld(n, kappa, zeta_model)
    degree = n - abs(kappa)
    pairs = series_coefficients(energy, kappa, zeta_model, degree + 1)
    assert np.max(np.abs(pairs[-1])) < 1e-11
    decay = np.sqrt(1 - energy**2)
    gamma = np.sqrt(kappa**2 - zeta_model**2)

    def spinor(r):
        envelope = r**gamma * np.exp(-decay * r)
        return np.array([envelope * np.polyval(pairs[degree::-1, c], r)
                         for c in (0, 1)])

    step = 1e-4
    slope = (spinor(radii + step) - spinor(radii - step)) / (2 * step)
    residual = slope - radial_equations(radii, spinor(radii), energy,
                                        kappa, zeta_model)
    assert np.max(np.abs(residual)) < 1e-6 * np.max(np.abs(spinor(radii)))

# Symbolic Taylor coefficients in w = zeta^2, with k = |kappa| = j + 1/2.
w, n_sym, k_sym = sp.symbols("w n k", positive=True)
level = 1 / sp.sqrt(1 + w / (n_sym - k_sym + sp.sqrt(k_sym**2 - w))**2)
taylor = [sp.simplify(sp.diff(level, w, p).subs(w, 0) / sp.factorial(p))
          for p in (1, 2, 3)]
second = -1 / (2 * n_sym**2)
fourth = -(n_sym / k_sym - sp.Rational(3, 4)) / (2 * n_sym**4)
sixth = -(1 / (n_sym**3 * k_sym**3) + 3 / (n_sym**4 * k_sym**2)
          - 6 / (n_sym**5 * k_sym) + sp.Rational(5, 2) / n_sym**6) / 8
for computed, derived in zip(taylor, (second, fourth, sixth)):
    assert sp.simplify(computed - derived) == 0


# First corrections to the Schroedinger level, in units of mc^2*zeta^4.
# Lengths are in Bohr radii divided by Z; all integrals are exact.
def first_corrections(n, l, kappa):
    c = [Fraction(1)]
    for k in range(n - l - 1):
        c.append(c[-1] * 2 * (Fraction(k + l + 1, n) - 1)
                 / ((k + 1) * (k + 2 * l + 2)))

    def integral(power):
        return factorial(power) * Fraction(n, 2)**(power + 1)

    def moment(power):
        return sum(x * y * integral(2 * l + 2 + i + j + power)
                   for i, x in enumerate(c) for j, y in enumerate(c))

    norm = moment(0)
    e0 = Fraction(-1, 2 * n**2)
    kinetic = -(e0**2 + (2 * e0 * moment(-1) + moment(-2)) / norm) / 2
    gradient = Fraction(0)
    for i, x in enumerate(c):
        for j, y in enumerate(c):
            weight = l + 1 + j + kappa
            if weight:
                gradient += x * y * weight * integral(2 * l + i + j - 1)
            gradient -= x * y / n * integral(2 * l + i + j)
    gradient = -gradient / (4 * norm)
    if l == 0:
        assert gradient == c[0]**2 / norm / 8
        inverse_cube = None
    else:
        total_j = Fraction(2 * abs(kappa) - 1, 2)
        l_dot_s = (total_j * (total_j + 1) - l * (l + 1)
                   - Fraction(3, 4)) / 2
        inverse_cube = moment(-3) / norm
        assert gradient == l_dot_s * inverse_cube / 2
    return kinetic, gradient, inverse_cube


for n in range(1, 5):
    for l in range(n):
        for kappa in ((-1,) if l == 0 else (l, -l - 1)):
            kinetic, gradient, _ = first_corrections(n, l, kappa)
            assert kinetic + gradient == (
                -(Fraction(n, abs(kappa)) - Fraction(3, 4)) / (2 * n**4))
        if l > 0:
            splitting = (first_corrections(n, l, -l - 1)[1]
                         - first_corrections(n, l, l)[1])
            assert splitting == Fraction(1, 2 * n**3 * l * (l + 1))

# Worked example: one electron bound to a fixed point nucleus of zinc.
charge = 30
zeta = charge * fine_structure
rest = physical_constants["electron mass energy equivalent in MeV"][0] * 1e6
print(f"Zn29+: Z = {charge}, alpha = {fine_structure:.9f}")
print(f"zeta = {zeta:.7f}, zeta^2 = {zeta**2:.7f}, zeta^4 = {zeta**4:.8f}")
print(f"mc^2 = {rest:.3f} eV, mc^2*zeta^4 = {rest * zeta**4:.4f} eV")
for size in (1, 2):
    print(f"gamma for |kappa|={size}: {np.sqrt(size**2 - zeta**2):.8f}")

states = (("1s1/2", 1, 0, -1), ("2s1/2", 2, 0, -1),
          ("2p1/2", 2, 1, 1), ("2p3/2", 2, 1, -2))
coefficients = [sp.lambdify((n_sym, k_sym), term) for term in taylor]
exact, truncated, sixth_terms = {}, {}, {}
print("Energies below are E - mc^2 or parts of it, in eV")
for name, n, l, kappa in states:
    parts = [rest * zeta**(2 * p) * coefficients[p - 1](n, abs(kappa))
             for p in (1, 2, 3)]
    exact[name] = rest * (sommerfeld(n, kappa, zeta) - 1)
    truncated[name] = parts[0] + parts[1]
    sixth_terms[name] = parts[2]
    remainder = exact[name] - truncated[name]
    assert abs(remainder - parts[2]) < 0.2 * abs(remainder)
    print(f"{name}: full {exact[name]:.4f}, "
          f"through zeta^4 {truncated[name]:.4f} eV")
    print(f"  zeta^2 term {parts[0]:.4f}, zeta^4 term {parts[1]:.4f} eV")
    print(f"  remainder {remainder:.4f}, zeta^6 term {parts[2]:.4f} eV")
    j_term = -rest * zeta**4 / (2 * n**3 * abs(kappa))
    print(f"  j-dependent zeta^4 term {j_term:.4f} eV")

for name, n, l, kappa in states[1:]:
    kinetic, gradient, inverse_cube = first_corrections(n, l, kappa)
    kind = "contact" if l == 0 else "spin-orbit"
    scale = rest * zeta**4
    print(f"{name}: kinetic {float(kinetic) * scale:.4f}, "
          f"{kind} {float(gradient) * scale:.4f} eV")
    print(f"  in mc^2*zeta^4: kinetic {kinetic}, {kind} {gradient}")
print(f"2p <r^-3> = {inverse_cube} (Z/a0)^3")

bracket = [1 - zeta**2 / (2 * v**2) for v in (1.6, 2.5)]
lower = refine(*bracket, 1, zeta)
upper = refine(*bracket, -2, zeta)
direct = rest * (upper - lower)
full = exact["2p3/2"] - exact["2p1/2"]
leading = truncated["2p3/2"] - truncated["2p1/2"]
next_term = sixth_terms["2p3/2"] - sixth_terms["2p1/2"]
assert np.isclose(direct, full, rtol=1e-5)
print(f"2p splitting, full formula: {full:.4f} eV")
print(f"2p splitting, direct integration: {direct:.4f} eV")
print(f"2p splitting, zeta^4 term: {leading:.4f} eV")
print(f"2p splitting, zeta^6 term: {next_term:.4f} eV")
print(f"zeta^4 splitting error: {100 * (leading / full - 1):.2f} percent")
print("verified")
```

It prints:

```
Model coupling zeta = 0.6 (dimensionless)
Scan window: -0.98 to 0.984 mc^2
Integrated levels, kappa=-1: 0.80000000, 0.94868330, 0.97780241 mc^2
Integrated levels, kappa=+1: 0.94868330, 0.97780241 mc^2
Integrated levels, kappa=-2: 0.95393920, 0.97936920 mc^2
Integrated levels, kappa=+2: 0.97936920 mc^2
Largest deviation from formula: 2.1e-12 mc^2
Origin, kappa=-1: F/G = -0.33333, irregular power = -0.79999
Origin, kappa=+1: F/G = 3.00000, irregular power = -0.80000
Off-level E = 0.9 mc^2, kappa=-1: lambda = 0.4359 mc/hbar
Growth rate near r = 200 hbar/(mc): 0.4297 mc/hbar
Zn29+: Z = 30, alpha = 0.007297353
zeta = 0.2189206, zeta^2 = 0.0479262, zeta^4 = 0.00229692
mc^2 = 510998.951 eV, mc^2*zeta^4 = 1173.7250 eV
gamma for |kappa|=1: 0.97574268
gamma for |kappa|=2: 1.98798234
Energies below are E - mc^2 or parts of it, in eV
1s1/2: full -12395.4642, through zeta^4 -12391.8394 eV
  zeta^2 term -12245.1238, zeta^4 term -146.7156 eV
  remainder -3.6247, zeta^6 term -3.5158 eV
  j-dependent zeta^4 term -586.8625 eV
2s1/2: full -3108.3197, through zeta^4 -3107.1296 eV
  zeta^2 term -3061.2810, zeta^4 term -45.8486 eV
  remainder -1.1901, zeta^6 term -1.1536 eV
  j-dependent zeta^4 term -73.3578 eV
2p1/2: full -3108.3197, through zeta^4 -3107.1296 eV
  zeta^2 term -3061.2810, zeta^4 term -45.8486 eV
  remainder -1.1901, zeta^6 term -1.1536 eV
  j-dependent zeta^4 term -73.3578 eV
2p3/2: full -3070.5060, through zeta^4 -3070.4507 eV
  zeta^2 term -3061.2810, zeta^4 term -9.1697 eV
  remainder -0.0553, zeta^6 term -0.0549 eV
  j-dependent zeta^4 term -36.6789 eV
2s1/2: kinetic -119.2064, contact 73.3578 eV
  in mc^2*zeta^4: kinetic -13/128, contact 1/16
2p1/2: kinetic -21.3960, spin-orbit -24.4526 eV
  in mc^2*zeta^4: kinetic -7/384, spin-orbit -1/48
2p3/2: kinetic -21.3960, spin-orbit 12.2263 eV
  in mc^2*zeta^4: kinetic -7/384, spin-orbit 1/96
2p <r^-3> = 1/24 (Z/a0)^3
2p splitting, full formula: 37.8137 eV
2p splitting, direct integration: 37.8137 eV
2p splitting, zeta^4 term: 36.6789 eV
2p splitting, zeta^6 term: 1.0987 eV
zeta^4 splitting error: -3.00 percent
verified
```
